# The critical nucleus is one atom short of a stable island

Suppose that atoms are deposited on a crystal at about 100 K, that the islands are counted, and that the logarithm of their density, plotted against $1/kT$, has a slope of 0.0545 eV. From this slope one wants the barrier $E_d$ that an adatom must overcome to hop. If two-atom islands are stable and one therefore sets the critical nucleus size to $i=2$, the growth law, with a bond energy of 0.20 eV, returns $E_d=0.009$ eV. The model that produced the slope has $E_d=0.17$ eV. The data and the growth law are sound; the integer is wrong.

## The belief and its appeal

The belief is that the critical nucleus is the smallest stable island. It is a natural reading. "Critical" suggests a threshold that has been reached, and "nucleus" suggests something that will grow. The correct convention also has an odd consequence: when two atoms suffice for a stable island, the critical nucleus is a single wandering adatom.

By convention, $i$ is the number of atoms in the largest cluster that is more likely to dissolve than to grow. One more atom tips the balance, so the smallest stable island has $i+1$ atoms. One could label growth by the stable size $j=i+1$ instead, but every formula would then have to be rewritten with $i=j-1$. The error lies in putting $j$ where the formula expects $i$.

## What "stable" means

Let $n_s$ be the number of $s$-atom clusters per lattice site, with $n_1$ the adatom density. Let $D$ be the adatom diffusion coefficient in site areas per second. A cluster gains atoms at the rate $g=\sigma Dn_1$, where the capture number $\sigma$ measures how effectively it collects adatoms; here $\sigma$ is the same for all sizes. It loses atoms at the rate $k_s$. Only single adatoms move in this model.

The next event is a gain with probability $g/(g+k_s)$ and a loss with probability $k_s/(g+k_s)$. The probability $p_s$ of reaching a large size before falling back to one atom therefore obeys

$$(g+k_s)\,p_s=g\,p_{s+1}+k_s\,p_{s-1},\qquad p_1=0.$$

The critical size is the last $s$ with $p_s<1/2$. Setting $p_1=0$ is what allows a lone adatom to be critical.

The loss rates follow from equilibrium. In a dilute lattice gas of fugacity $z$, each placement of an $s$-atom cluster with binding energy $E$ has weight $z^s e^{E/kT}$. Summing over the shapes per site gives $n_s=Q_sz^s$. For single atoms $Q_1=1$, so $z=n_1$ and

$$n_s^{\rm eq}=Q_sn_1^s,\qquad Q_s\approx C_se^{E_s/kT}.$$

Here $E_s>0$ is the binding energy of the most strongly bound shapes and $C_s$ is their number per site. In equilibrium, gains by size $s$ balance losses by size $s+1$:

$$\sigma Dn_1\,n_s^{\rm eq}=k_{s+1}n_{s+1}^{\rm eq}
\quad\Rightarrow\quad k_{s+1}=\sigma D\,\frac{Q_s}{Q_{s+1}}.$$

The adatom density has cancelled, so the same loss rate can be used during growth, provided that each cluster samples its shapes thermally.

On a triangular lattice with bond energy $E_b$, a dimer has three orientations and one bond; a compact trimer has two orientations and three bonds. Hence

$$\frac{k_2}{g}=\frac{e^{-E_b/kT}}{3n_1},\qquad
\frac{k_3}{g}\approx\frac{3}{2}\,\frac{e^{-2E_b/kT}}{n_1}.$$

Removing an atom breaks one bond in a dimer but two in a trimer. There can therefore be a range of conditions in which dimers dissolve and trimers survive.

The balance relation also gives $k_{s+1}/g=n_s^{\rm eq}/n_{s+1}^{\rm eq}$. If size $i$ loses atoms faster than it gains them and size $i+1$ does the reverse, then $n_i^{\rm eq}$ is smaller than both of its neighbours. When this holds for $i\ge2$, size $i$ thus sits at a minimum of the equilibrium distribution, which is the top of the free-energy barrier. Away from a change of critical size, this is the critical nucleus, and the smallest stable island is one step down the far side. Close to such a change, the rule $p_s<1/2$ can already select the next larger size.

## Where the extra atom enters the growth law

Let $N$ be the density of stable islands per site and $F$ the flux in monolayers (ML) per second. Assume compact two-dimensional islands, no desorption, no extra barrier to attachment, and a coverage $\theta=Ft$ low enough that islands do not merge. A stable island is born when a critical cluster captures one adatom:

$$\frac{dN}{dt}=\sigma Dn_1n_i .$$

For $i=1$ this is $\sigma Dn_1^2$. Two moving atoms diffuse relative to each other with coefficient $2D$, but each pair must be counted once, and the factors 2 and 1/2 cancel.

Since most critical clusters dissolve, they stay near equilibrium, $n_i=C_ie^{E_i/kT}n_1^i$. For $i=1$ this is an identity, with $C_1=1$ and $E_1=0$. The birth rate thus contains $n_1^{i+1}$, one factor for each atom of the smallest stable island.

Once islands exist, they remove adatoms about as fast as the flux supplies them, so $F=\sigma Dn_1N$, or $n_1=F/(\sigma DN)$. Substituting this, and dividing by $F$ to change from time to coverage, gives

$$\frac{dN}{d\theta}=\frac{\sigma D}{F}\,C_ie^{E_i/kT}\left(\frac{F}{\sigma DN}\right)^{i+1}
=\frac{A}{N^{i+1}},\qquad
A=\frac{C_i}{\sigma^i}\left(\frac FD\right)^i e^{E_i/kT}.$$

Multiplying by $N^{i+1}$ and integrating from $N=0$ gives $N^{i+2}/(i+2)=A\theta$. The leading law at large $D/F$ is therefore

$$N_0=\left[\frac{(i+2)C_i\theta}{\sigma^i}\right]^{1/(i+2)}
\left(\frac FD\right)^{i/(i+2)}
\exp\!\left[\frac{E_i}{(i+2)kT}\right].$$

At fixed temperature and coverage, the flux exponent is $\chi=i/(i+2)$. Solving $\chi(i+2)=i$ gives $i=2\chi/(1-\chi)$. At fixed flux and coverage, $D\propto e^{-E_d/kT}$ makes the slope of $\ln N_0$ against $1/kT$ equal to $(iE_d+E_i)/(i+2)$.

Stable dimers thus mean $\chi=1/3$; the misreading $i=2$ predicts $1/2$.

## A correction at finite $D/F$

The adatom balance ignored the $i+1$ atoms used to make each new island. Including them gives

$$n_1=\frac{F}{\sigma DN}\left[1-(i+1)\frac{dN}{d\theta}\right].$$

The birth rate contains the power $i+1$ of this bracket, which to first order is $1-(i+1)^2dN/d\theta$. The birth rate is therefore $dN/d\theta=(A/N^{i+1})\,[1-(i+1)^2dN/d\theta]$. Multiplying by $N^{i+1}$ and then integrating from $N=0$ gives

$$N^{i+1}\frac{dN}{d\theta}=A-(i+1)^2A\,\frac{dN}{d\theta}
\quad\Rightarrow\quad
\frac{N^{i+2}}{i+2}+(i+1)^2AN=A\theta .$$

Now write $N=N_0(1-\varepsilon)$. The terms of first order give $\varepsilon N_0^{i+2}=(i+1)^2AN_0$. Inserting $A=N_0^{i+2}/[(i+2)\theta]$ yields

$$\varepsilon=\frac{(i+1)^2N_0}{(i+2)\theta}.$$

At fixed $\theta$, $\varepsilon$ is proportional to $N_0$, so $d\ln N\approx d\ln N_0-d\varepsilon=(1-\varepsilon)\,d\ln N_0$. The atoms used in making islands thus reduce both the flux exponent and the thermal slope by the factor $1-\varepsilon$. For $i=1$ this is the leading correction. For $i=2$ there is another of the same order in $F/D$: some dimers capture an adatom before they dissolve, which keeps the dimer density slightly below equilibrium. In the 200 K example below this second effect is the larger one, and $\varepsilon$ alone does not give the full correction. The expansion fails during the first brief stage of deposition, when islands are still scarce. At fixed temperature it also fails at very large $D/F$, where the adatom density falls so low that clusters of $i+1$ atoms begin to dissolve; at 200 K and a flux a hundred times lower than in the example, this break-up is already the largest correction.

## One surface, two critical sizes

Take $E_d=0.17$ eV, $E_b=0.20$ eV, an attempt rate of $10^{13}$ s$^{-1}$, $F=0.001$ ML/s, $\theta=0.05$ and $\sigma=5$. An adatom hops at the total rate $h=(10^{13}\ \mathrm{s}^{-1})\,e^{-E_d/kT}$. With hop length $a$, its diffusion coefficient is $ha^2/4$; dividing by the site area $\sqrt3\,a^2/2$ gives $D=h/(2\sqrt3)$ in site areas per second. The law is compared with rate equations that follow each cluster size up to seven atoms separately and treat larger islands as one class that loses no atoms. No value of $i$ is put into these equations.

**At 100 K**, $D/F=7.81\times10^6$ and $n_1=1.66\times10^{-5}$ per site. The dimer's loss-to-gain ratio is $1.7\times10^{-6}$, so dimers are stable and $i=1$. The law gives

$$N_0=\left(\frac{3\times0.05}{5\times7.81\times10^6}\right)^{1/3}=1.57\times10^{-3}\ \text{per site}.$$

With $\varepsilon=4\times1.57\times10^{-3}/(3\times0.05)=0.042$, the corrected density is $1.50\times10^{-3}$; the rate equations give $1.51\times10^{-3}$. Their flux exponent is 0.321, against a corrected 0.319. At a flux a thousand times lower it rises to 0.332, close to the leading value $1/3$.

Putting $i=2$ into the law gives $4.7\times10^{-2}$ islands per site, 30 times too many. With 0.05 deposited atoms per site, that would leave about one atom per island. The barrier fails as well. The correct reading gives $E_d\approx3\times0.0545=0.164$ eV, low by the 4% just derived. The wrong one gives $(4\times0.0545-0.20)/2=0.009$ eV.

**At 200 K**, $D/F=1.50\times10^{11}$ and $n_1=7.3\times10^{-8}$ per site. A dimer now loses an atom 42 times faster than it gains one, while the trimer's ratio is 0.0017. The chance of growing to eight atoms before dissolving is 0.023 for a dimer and 0.998 for a trimer. One added atom has changed the odds from about 1 in 43 to near certainty. Here $i=2$, and

$$N_0=\left(\frac{4\times3\times0.05}{25}\right)^{1/4}
(1.50\times10^{11})^{-1/2}\,e^{0.20/(4\times0.01723)}
=1.85\times10^{-5}\ \text{per site}.$$

The rate equations give $1.83\times10^{-5}$ and a flux exponent of 0.496. Calling the stable trimer the critical nucleus would predict an exponent of 0.6 and a density 3.7 times too high.

That dimer break-up causes the change can be tested directly. With dimers made unbreakable at 200 K and all else held fixed, the exponent returns to 0.333.

The critical size is therefore not a property of the material alone. At this flux and coverage, dimer loss equals gain near 159 K, where the exponent is 0.415. Inverting such a value gives a fractional $i$, which signals a crossover and not a fractional cluster. By about 270 K the trimer too loses atoms as fast as it gains them, and $i=2$ no longer applies.

The rate equations average over island positions. In a lattice simulation where touching adatoms stick permanently, the exponent was $0.324\pm0.011$ for ratios of hop rate to flux from $10^6$ to $3\times10^7$. The rate equations give 0.311 over the same range. Both are far from $1/2$. The simulated islands are branched rather than compact, and their densities are about a fifth lower than those of the rate equations, so the absolute densities given here are less certain than the exponents.

## Beside a real surface

The energies and attempt rate are round values of the order of those for silver on Pt(111), but they are not fitted to it. A weaker bond would lower the temperatures at which the critical size changes, so the values of $i$ found here at 100 K and 200 K should not be assigned to that surface without its own parameters. With an atomic spacing of 0.28 nm, the model gives $2.2\times10^{12}$ islands per cm² at 100 K and $2.7\times10^{10}$ at 200 K, or mean spacings of about 7 and 61 nm. These are model results, not measurements. Real capture numbers vary with island size and density; replacing the constant $\sigma=5$ by a mean-field estimate of this variation raises the density by 3% at 100 K and 11% at 200 K, and leaves the exponents at 0.329 and 0.502. At most 5% of the atoms land on islands. With rough barriers of 0.30 eV for dimer and 0.40 eV for trimer motion, the smallest stable cluster merges with others at less than a thousandth of the rate at which it gains adatoms at 100 K and at 200 K; at 150 K the ratio is about 3%. The estimate depends steeply on the barrier: with 0.22 eV for dimer motion the ratio at 100 K is about 0.27, and the density falls by 5%. Desorption, with a rough barrier of 2.5 eV, is negligible. Strain, branched island shapes and long-range forces between adatoms are not sized here. A barrier to attachment changes the law itself: if capture grows with the island perimeter, as $\sigma_s=0.1\sqrt s$, stable dimers at 100 K give an exponent of 0.40 at this flux and 0.46 at a flux a thousand times lower, so an exponent near $1/2$ does not by itself establish $i=2$. Neither are substrate steps, which compete for adatoms when terraces are not much wider than the island spacing; at 200 K the law therefore needs terraces well above 61 nm.

The numerical output below lists the remaining values. When an exponent near $1/3$ is measured under conditions that meet the law's assumptions, it gives $i=1$, and the smallest stable island is a dimer.

## Values computed for the example and the checks

```
inputs: barrier 0.17 eV, bond 0.2 eV, attempt rate 1e+13 1/s
inputs: flux 0.001 ML/s, coverage 0.05, spacing 0.28 nm, capture number 5.0
ground-state shapes per site, bonds, for sizes 1-7: [(1, 0), (3, 1), (2, 3), (3, 5), (6, 7), (14, 9), (1, 12)]
--- 100 K: critical size i = 1, smallest stable island = 2 atoms
kT = 8.617 meV, D = 7.812e+03 site areas/s, D/F = 7.812e+06
adatom density = 1.663e-05 per site
loss/gain rate ratio: dimer 1.67e-06, trimer 6.25e-16
probability to grow: dimer 1.0000, trimer 1.0000
island density, rate equations = 1.507e-03 per site
island density, leading law i=1: 1.566e-03, corrected 1.501e-03 per site (eps = 0.0418)
island density, wrong reading i=2: 4.662e-02 per site, wrong/right = 29.8
island density = 2.22e+12 per cm2, mean spacing = 6.7 nm
flux exponent: rate equations 0.3206, leading law 0.3333, corrected 0.3194, wrong reading 0.5000
i from exponent, 2chi/(1-chi) = 0.944
thermal slope: rate equations 0.0545 eV, leading law 0.0567 eV, corrected 0.0543 eV
varying capture: exponent 0.3287, density 1.550e-03 per site
moving 2-atom cluster (barrier 0.30 eV): merging/growth rate = 2.5e-05
desorption/capture rate (2.5 eV) = 1.7e-115
--- 200 K: critical size i = 2, smallest stable island = 3 atoms
kT = 17.235 meV, D = 1.502e+08 site areas/s, D/F = 1.502e+11
adatom density = 7.269e-08 per site
loss/gain rate ratio: dimer 4.18e+01, trimer 1.72e-03
probability to grow: dimer 0.0233, trimer 0.9983
island density, rate equations = 1.832e-05 per site
island density, leading law i=2: 1.848e-05, corrected 1.846e-05 per site (eps = 0.0008)
island density, wrong reading i=3: 6.892e-05 per site, wrong/right = 3.73
island density = 2.70e+10 per cm2, mean spacing = 60.9 nm
flux exponent: rate equations 0.4958, leading law 0.5000, corrected 0.4996, wrong reading 0.6000
i from exponent, 2chi/(1-chi) = 1.966
thermal slope: rate equations 0.1332 eV, leading law 0.1350 eV, corrected 0.1349 eV
varying capture: exponent 0.5015, density 2.031e-05 per site
moving 3-atom cluster (barrier 0.40 eV): merging/growth rate = 4.0e-04
desorption/capture rate (2.5 eV) = 7.3e-55
--- consequences and limits
barrier from 100 K slope: i=1 gives 0.1636 eV, wrong i=2 gives 0.0091 eV
100 K at flux 1e-06 ML/s: flux exponent = 0.3320
200 K with unbreakable dimers: flux exponent = 0.3328
dimer loss equals gain at 159 K; exponent there = 0.415
first loss = gain among sizes 3-6 at 270 K
fraction of deposited atoms landing on islands: at most 0.05
spatial simulation, stable dimers: density 3.418e-03 per site at hop/flux 1e+06
spatial simulation, stable dimers: density 1.135e-03 per site at hop/flux 3e+07
flux exponent over this range: spatial 0.324 +/- 0.011, rate equations 0.311
```
